# Converting Landau Free Energies Between Fixed Stress and Fixed Strain

A ferroelectric crystal that is free to deform changes shape when it polarizes. If the same crystal is held by rigid surroundings, it cannot, and the stress that builds up acts back on the polarization. Landau coefficients determined for the free crystal therefore do not describe the held one. How must they be changed, and which factors of two enter when the tensors are stored as $6\times6$ matrices?

## The naive transfer and its failure

Let the parent phase be centrosymmetric and the polarization $P=(P_1,P_2,P_3)$ uniform. Strain $\varepsilon$ is measured from the unpolarized, stress-free parent at the same temperature, and tensile stress $\sigma$ is positive. With linear elasticity and a strain quadratic in $P$, the fixed-stress energy density is

$$G(P,\sigma)=f(P)-\tfrac12 s_{ijkl}\sigma_{ij}\sigma_{kl}-Q_{ijkl}\sigma_{ij}P_kP_l ,$$

with repeated indices summed. Here $s$ is the compliance and $Q$ the electrostriction tensor, both independent of $P$. The strain follows by differentiation:

$$\varepsilon_{ij}=-\frac{\partial G}{\partial\sigma_{ij}}=s_{ijkl}\sigma_{kl}+Q_{ijkl}P_kP_l .$$

At zero stress $G=f$, so $f$ is the Landau polynomial of the free crystal.

A tempting fixed-strain energy keeps $f$ and swaps the mechanical terms for their strain counterparts, with stiffness $c=s^{-1}$ and $q=cQ$:

$$F_{\rm naive}=f(P)+\tfrac12\,\varepsilon c\varepsilon-\varepsilon\,q\,PP .$$

Contracted indices are suppressed. To test it, release the crystal by minimizing over strain. The condition $c\varepsilon=q\,PP$ gives $\varepsilon=Q\,PP$, which is the correct spontaneous strain. The energy there is

$$f+\tfrac12(QPP)c(QPP)-(QPP)c(QPP)=f-\tfrac12(QPP)c(QPP).$$

It should have been $f$. The naive form counts the elastic relaxation twice: $f$ already contains it, and minimizing over strain subtracts it again. The missing term is quartic in $P$ and positive whenever the spontaneous strain $Q\,PP$ is nonzero.

## The transform that repairs it

The fixed-stress energy follows from the fixed-strain one as $G(P,\sigma)=\min_\varepsilon\,[\,F(P,\varepsilon)-\sigma\varepsilon\,]$. Conversely,

$$F(P,\varepsilon)=\max_\sigma\,[\,G(P,\sigma)+\sigma\varepsilon\,]
=\max_\sigma\,[\,f-\tfrac12\sigma s\sigma+\sigma(\varepsilon-QPP)\,].$$

The maximum exists because $s$ is positive definite in a stable crystal. It lies where $s\sigma=\varepsilon-QPP$, that is, at $\sigma=c(\varepsilon-QPP)$. There the second term is $-\tfrac12(\varepsilon-QPP)c(\varepsilon-QPP)$ and the third is twice as large with the opposite sign. Hence

$$F=f+\tfrac12(\varepsilon-QPP)\,c\,(\varepsilon-QPP).$$

The two cross terms in the expansion are equal because $c_{ijkl}=c_{klij}$, so

$$F=f+\tfrac12Q_{mnij}c_{mnpq}Q_{pqkl}P_iP_jP_kP_l+\tfrac12\varepsilon c\varepsilon-q_{ijkl}\varepsilon_{ij}P_kP_l .$$

At zero strain only the quartic coefficients differ from those of $f$. At another fixed strain the last term is quadratic in $P$ and changes the quadratic coefficients too. Sextic coefficients are untouched in this model. If the strain had an additional part $R\,PPPP$, the square would contain $(QPP)c(RPPPP)$, and they would shift as well.

## Factors in Voigt notation

The second failure occurs when tensor components are copied into matrices without weights. Number the index pairs $11,22,33,23,13,12$ as $A=1,\dots,6$, and let $w_A=1$ for the first three and $w_A=2$ for the others. Define

$$\varepsilon_A=w_A\varepsilon_{ij},\qquad \sigma_A=\sigma_{ij},\qquad
p=(P_1^2,P_2^2,P_3^2,P_2P_3,P_1P_3,P_1P_2).$$

Then $\sigma_{ij}\varepsilon_{ij}=\sum_A\sigma_A\varepsilon_A$, since each off-diagonal pair occurs twice in the double sum and the weight in $\varepsilon_A$ accounts for it. The vector $p$ carries no weight, so the sum over $k,l$ in the electrostrictive strain must supply one:

$$\varepsilon_A=w_A\sum_{kl}Q_{ijkl}P_kP_l=\sum_B w_Aw_B\,Q_{ijkl}\,p_B .$$

Thus $Q_{AB}=w_Aw_BQ_{ijkl}$. The same counting gives the other matrices:

- In $\sigma_{ij}=c_{ijkl}\varepsilon_{kl}$ the repeated pair is absorbed by $\varepsilon_B$, so $C_{AB}=c_{ijkl}$.
- In $\varepsilon_{ij}=s_{ijkl}\sigma_{kl}$ it is not absorbed, and the left side needs its own weight, so $s_{AB}=w_Aw_Bs_{ijkl}$.
- In $q_{ijkl}P_kP_l$ only the right pair is weighted, so $q_{AB}=w_Bq_{ijkl}$.

These choices make matrix products reproduce tensor contractions. For example,

$$\sum_D C_{AD}Q_{DB}=w_B\sum_D w_D\,c_{ijmn}Q_{mnkl}=w_B\,c_{ijmn}Q_{mnkl}=q_{AB},$$

where $D$ stands for the pair $mn$, and $w_D$ turns the sum over six pairs into the sum over all $m,n$. In particular $Q_{44}=4Q_{2323}$ and $q_{44}=2q_{2323}$. A coefficient defined instead by $\varepsilon_{23}=Q'_{44}P_2P_3$ equals $2Q_{2323}$ and must be doubled on entry. For a cubic parent, doubling a value that already follows $\varepsilon_4=Q_{44}P_2P_3$ quadruples the shear part of the quartic shift.

The fixed-strain energy is now

$$F=f+\tfrac12p^{T}Mp+\tfrac12\varepsilon^{T}C\varepsilon-\varepsilon^{T}q\,p,\qquad M=Q^{T}CQ,\quad q=CQ .$$

## From a matrix to polynomial coefficients

A third failure is to read the coefficient of $P_1^2P_2^2$ from $M_{12}$ alone. That monomial arises as $p_1p_2$ and also as $p_6^2$:

$$\tfrac12(M_{12}+M_{21})P_1^2P_2^2+\tfrac12M_{66}(P_1P_2)^2=\left(M_{12}+\tfrac12M_{66}\right)P_1^2P_2^2 .$$

Likewise $P_1^2P_2P_3$ arises from $p_1p_4$ and $p_5p_6$, with total coefficient $M_{14}+M_{56}$. A symmetric $M$ has 21 independent entries, but there are 15 quartic monomials in three components. The polynomial therefore does not determine $M$, and the elastic data must be kept alongside it. The following scheme works for any symmetry of the centrosymmetric parent:

1. Bring $C$ and $Q$ to the convention above and form $M=Q^TCQ$.
2. For every ordered pair $(A,B)$, write $p_Ap_B$ as $P_1^{n_1}P_2^{n_2}P_3^{n_3}$ and add $\tfrac12M_{AB}$ to the coefficient with exponents $(n_1,n_2,n_3)$.
3. Add the resulting coefficients to those of $f$.
4. For nonzero strain, add $\tfrac12\varepsilon^TC\varepsilon-\varepsilon^Tq\,p$.

For the reverse conversion, let $f_0(P)$ be the polynomial at zero strain. Minimizing $f_0+\tfrac12\varepsilon^TC\varepsilon-\varepsilon^Tq\,p$ over strain gives $\varepsilon=C^{-1}qp$ and

$$f=f_0-\tfrac12p^Tq^TC^{-1}q\,p .$$

Both directions were tested with full tensors of low symmetry, by numerical maximization over the stress tensor and minimization over the strain tensor at several random polarizations.

The two forms of the shift also show opposite trends when all elements of $C$ are scaled up by a common factor. At fixed $Q$, the shift $\tfrac12p^TQ^TCQp$ grows with stiffness, because a prescribed spontaneous strain costs more to suppress. At fixed $q$, the shift $\tfrac12p^Tq^TC^{-1}qp$ falls with stiffness, because a prescribed internal stress produces less strain.

If only some strain components are held at zero and the stresses conjugate to the others vanish, the transform is applied to the held set $h$ alone. Setting the other stresses to zero in $G$ leaves $f-\tfrac12\sigma_h^Ts_{hh}\sigma_h-\sigma_h^T(Qp)_h$. Maximization gives $\sigma_h=-s_{hh}^{-1}(Qp)_h$ and the shift

$$\tfrac12(Qp)_h^{T}\,(s_{hh})^{-1}(Qp)_h .$$

The matrix needed is the inverse of a block of $s$, which in general differs from the same block of $C$, since the unheld components relax.

## Cubic parent

For a cubic parent of class $m\bar3m$ take

$$f=a_1\sum_iP_i^2+a_{11}\sum_iP_i^4+a_{12}\sum_{i<j}P_i^2P_j^2+a_{111}\sum_iP_i^6 .$$

The last term is a simplified sextic part; other sextic invariants would pass through the conversion unchanged. In this class the upper-left $3\times3$ blocks of $C$ and $Q$ have equal diagonal entries and equal off-diagonal entries. (In the other centrosymmetric cubic class, $m\bar3$, $Q_{12}$ and $Q_{13}$ are independent. The formulas of this section then do not apply, and the general scheme above must be used.) Such a block has eigenvalue $x_{11}+2x_{12}$ on $(1,1,1)$ and $x_{11}-x_{12}$ on the plane perpendicular to it. Write

$$C_h=C_{11}+2C_{12},\quad C_d=C_{11}-C_{12},\quad Q_h=Q_{11}+2Q_{12},\quad Q_d=Q_{11}-Q_{12}.$$

Because the eigenvectors are shared, the eigenvalues of the block of $M$ are products: $M_{11}+2M_{12}=C_hQ_h^2$ and $M_{11}-M_{12}=C_dQ_d^2$. Solving these two equations gives

$$M_{11}=\tfrac13(C_hQ_h^2+2C_dQ_d^2),\qquad M_{12}=\tfrac13(C_hQ_h^2-C_dQ_d^2),$$

while $M_{44}=C_{44}Q_{44}^2$. Collecting monomials,

$$\Delta a_{11}=\tfrac12M_{11}=\tfrac16\left(C_hQ_h^2+2C_dQ_d^2\right),$$

$$\Delta a_{12}=M_{12}+\tfrac12M_{44}=\tfrac13\left(C_hQ_h^2-C_dQ_d^2\right)+\tfrac12C_{44}Q_{44}^2 .$$

A symbolic elimination of the six stresses confirmed both. Since $C$ is positive definite, $\tfrac12p^TMp\ge0$ for every $P$. This does not force $\Delta a_{12}$ itself to be positive.

An isotropic medium checks the factors, because its shift can depend on $|P|$ alone. From $(\sum P_i^2)^2=\sum P_i^4+2\sum_{i<j}P_i^2P_j^2$, isotropy requires $\Delta a_{12}=2\Delta a_{11}$. The formulas give

$$\Delta a_{12}-2\Delta a_{11}=-C_dQ_d^2+\tfrac12C_{44}Q_{44}^2 .$$

For isotropic $Q_{ijkl}=\lambda\delta_{ij}\delta_{kl}+\mu(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$ one has $Q_d=2\mu$ and $Q_{2323}=\mu$, so $Q_{44}=4\mu=2Q_d$. The same form for $c$, which has no weights, gives $C_{44}=C_d/2$. The shear term is then $\tfrac12(C_d/2)(2Q_d)^2=C_dQ_d^2$, and the difference vanishes. With $Q_{44}$ halved it would be $-\tfrac34C_dQ_d^2$, a spurious anisotropy. The numerical test found a direction-independent shift with the correct factor and a direction-dependent one with the halved value.

## What the shift does to a model crystal

Take round model parameters: $C_{11},C_{12},C_{44}=200,100,100$ GPa and $Q_{11},Q_{12},Q_{44}=0.10,-0.03,0.08$ m$^4$/C$^2$. Quadratic coefficients are given in $10^9$ J m/C$^2$, quartic ones in $10^9$ J m$^5$/C$^4$ and the sextic one in $10^9$ J m$^9$/C$^6$. In these units $a_1=-0.05$, $a_{11}=-0.2$, $a_{12}=0.6$ and $a_{111}=2$.

The combinations are $C_h=400$ GPa, $C_d=100$ GPa, $Q_h=0.04$ and $Q_d=0.13$ m$^4$/C$^2$. Therefore $C_hQ_h^2=0.64$, $C_dQ_d^2=1.69$ and $C_{44}Q_{44}^2=0.64$, so that

$$\Delta a_{11}=\frac{0.64+3.38}{6}=0.67,\qquad
\Delta a_{12}=\frac{0.64-1.69}{3}+0.32=-0.03 .$$

At zero strain $a_{11}=0.47$ and $a_{12}=0.57$. The sign of $a_{11}$ has changed, while $a_{12}$ has barely moved because its normal and shear contributions nearly cancel.

The preferred direction follows from writing the quartic part as

$$a_{11}|P|^4+(a_{12}-2a_{11})\sum_{i<j}P_i^2P_j^2 .$$

At given $|P|$ the sum is zero along [001] and largest along [111]. The factor in front is $1.00$ for the free crystal and $-0.37$ at zero strain, so clamping reverses the quartic preference. The sextic term also depends on direction, so the energies themselves must be compared. The lowest values along [001], [011] and [111] are

- stress-free: $-5.49,\,-4.69,\,-3.78$ MJ/m$^3$;
- zero strain: $-1.12,\,-1.53,\,-1.73$ MJ/m$^3$.

A search over all three components found the minima on the same axes, [001] and [111].

Along [001], with $u=P_3^2$, stationarity of $f$ requires $a_1+2a_{11}u+3a_{111}u^2=0$:

$$u=\frac{0.4+\sqrt{0.16+1.2}}{12}=0.1305,\qquad P_3=0.361\ \text{C/m}^2 .$$

Along [111], with $u=P_i^2$, the energy is $3a_1u+3(a_{11}+a_{12})u^2+3a_{111}u^3$. At zero strain its derivative vanishes for

$$-0.05+2.08u+6u^2=0,\qquad u=0.0226,$$

so each component is $0.150$ C/m$^2$ and $|P|=0.260$ C/m$^2$. The naive energy reduces to $f$ at zero strain and would predict the free-crystal values: $0.361$ C/m$^2$ along [001]. Both magnitude and direction would be wrong.

The weight error also gives a wrong direction here. Doubling $Q_{44}$ by mistake raises the shear term from $0.32$ to $1.28$ and $a_{12}$ to $1.53$. The energies become $-1.12$, $-0.98$ and $-0.93$ MJ/m$^3$, and the predicted polarization returns to [001].

The stress needed to hold zero strain is $\sigma=-qp$. With $q_{11}=14$, $q_{12}=1$ and $q_{44}=8$, in $10^9$ J m/C$^2$,

$$\sigma_1=-(14+2)\times0.0226\approx-0.36\ \text{GPa},\qquad
\sigma_4=-8\times0.0226\approx-0.18\ \text{GPa}.$$

The negative normal stress opposes the expansion that the polarization would otherwise cause, and $\sigma_4$ opposes the shear.

As a test of the whole conversion, $F$ was minimized jointly over polarization and strain. It returned the stress-free state with the same energy, $-5.486$ MJ/m$^3$.

## Clamping at the spontaneous strain

A crystal may instead polarize freely and then be held at the strain it has reached, $\varepsilon_s=Qp_s$, where $p_s$ contains the products of the spontaneous polarization. Since $\varepsilon_s^Tq\,p=p_s^TMp$ and $\tfrac12\varepsilon_s^TC\varepsilon_s=\tfrac12p_s^TMp_s$,

$$F(P,\varepsilon_s)=f(P)+\tfrac12(p-p_s)^TM(p-p_s).$$

The added term and its gradient vanish at $p=p_s$, so the equilibrium polarization is unchanged. Its curvature in general does not. With $J=\partial p/\partial P$ and $b=QJ$, which is $\partial\varepsilon/\partial P$ at fixed stress,

$$\chi^{-1}_{\varepsilon}-\chi^{-1}_{\sigma}=J^TMJ=b^TCb .$$

The second derivative of $p$ does not contribute, because it multiplies $p-p_s=0$. Here $\chi=\partial P/\partial E$, and $\chi^{-1}$ is the matrix of second derivatives of the energy with respect to $P$.

For $P$ along [001], $\partial p_3/\partial P_3=2P_3$ and $\partial p_5/\partial P_1=P_3$. The increases are $4M_{11}P_3^2$ for the longitudinal response and $M_{44}P_3^2$ for the transverse one. In $10^9$ J m/C$^2$,

$$\chi_{33}^{-1}:\ 0.609+4(1.34)(0.1305)=1.308,$$

$$\chi_{11}^{-1}:\ 0.0566+0.64(0.1305)=0.140 .$$

The free values come from $2a_1+12a_{11}u+30a_{111}u^2$ and $2a_1+2a_{12}u$, with $u=0.1305$. In relative terms, $\chi_{33}/\varepsilon_0$ falls from about $185$ to $86$, and $\chi_{11}/\varepsilon_0$ from about $1990$ to $810$. Finite-difference curvatures confirmed the matrix relation.

The piezoelectric coefficients $d$ give strain per field at fixed stress, so they require the fixed-stress susceptibility. Differentiating $\varepsilon_3=Q_{11}P_3^2+Q_{12}(P_1^2+P_2^2)$, the corresponding expression for $\varepsilon_1$, and $\varepsilon_5=Q_{44}P_1P_3$ gives

$$d_{33}=2Q_{11}P_3\chi_{33},\qquad d_{31}=2Q_{12}P_3\chi_{33},\qquad d_{15}=Q_{44}P_3\chi_{11}.$$

For instance, $d_{33}=2(0.10)(0.361)/(0.609\times10^9)$ m/V, or about $119$ pm/V. The others are $d_{31}\approx-36$ pm/V and $d_{15}\approx510$ pm/V. The large $d_{15}$ reflects the small $\chi_{11}^{-1}$: rotating the polarization costs little here. Inserting the fixed-strain $\chi_{33}$ would reduce $d_{33}$ by the factor $0.609/1.308\approx0.47$. Joint relaxation of polarization and strain in a small field reproduced all three coefficients.

## A change in the order of the transition

Suppose temperature enters through $a_1$ alone. For the free crystal with $P$ along [001], the polar and nonpolar phases coexist when the energy and its derivative with respect to $u=P_3^2$ both vanish at nonzero $u$:

$$a_1+a_{11}u+a_{111}u^2=0,\qquad a_1+2a_{11}u+3a_{111}u^2=0 .$$

Subtracting the first from the second gives $u=-a_{11}/(2a_{111})=0.05$. Substituting back,

$$a_1=\frac{a_{11}^2}{2a_{111}}-\frac{a_{11}^2}{4a_{111}}=\frac{a_{11}^2}{4a_{111}}=0.005 .$$

The polarization jumps by $\sqrt{0.05}=0.224$ C/m$^2$, so the transition is first order.

Now hold the crystal at zero strain. Since strain is measured from the parent at the same temperature, this means that the surroundings expand thermally with the parent; otherwise a misfit strain would also change the quadratic coefficients with temperature. At zero strain $a_{11}$, $a_{12}$ and $a_{111}$ are all positive. For $a_1\ge0$ every nonzero polarization then costs energy. For small negative $a_1$ the minimum lies along [111], where $a_1+2(a_{11}+a_{12})P_i^2\approx0$, so

$$|P|^2\approx-\frac{3a_1}{2(a_{11}+a_{12})}.$$

This goes continuously to zero. At $a_1=-10^{-4}$ it gives $|P|=0.012$ C/m$^2$, in agreement with the full minimization. Minimizations just above and below each transition confirmed the jump in one case and its absence in the other.

These conclusions are mean-field and assume uniform polarization with every strain component fixed at every point. If the surroundings fix only the average strain, domains with different spontaneous strains can form and relax part of the elastic energy, and the uniform quartic shift no longer describes the lowest state. The individual values are collected in the numerical output.

## Table of computed values

```
C11, C12, C44 = 200, 100, 100 GPa
Q11, Q12, Q44 = 0.10, -0.03, 0.08 m^4/C^2
a1 = -0.050 1e9 J m/C^2; a111 = 2.0 1e9 J m^9/C^6
C11+2C12, C11-C12 = 400, 100 GPa
Q11+2Q12, Q11-Q12 = 0.04, 0.13 m^4/C^2
q11, q12, q44 = 14.00, 1.00, 8.00 1e9 J m/C^2
M11, M12, M44 = 1.340, -0.350, 0.640 1e9 J m^5/C^4
shift of a11, a12 = 0.670, -0.030 1e9 J m^5/C^4
shift of a12-2*a11 = -1.370 1e9 J m^5/C^4
stress-free: a11, a12 = -0.200, 0.600 1e9 J m^5/C^4
  a12-2*a11 = 1.000 1e9 J m^5/C^4
  lowest energy along axis (MJ/m^3): [001] -5.486, [011] -4.689, [111] -3.777
zero strain: a11, a12 = 0.470, 0.570 1e9 J m^5/C^4
  a12-2*a11 = -0.370 1e9 J m^5/C^4
  lowest energy along axis (MJ/m^3): [001] -1.123, [011] -1.533, [111] -1.727
zero strain, Q44 doubled by mistake: a11, a12 = 0.470, 1.530 1e9 J m^5/C^4
  a12-2*a11 = 0.590 1e9 J m^5/C^4
  lowest energy along axis (MJ/m^3): [001] -1.123, [011] -0.981, [111] -0.926
stress-free: |P_i| sorted = 0.0000, 0.0000, 0.3613; |P| = 0.3613 C/m^2
zero strain: |P_i| sorted = 0.1502, 0.1502, 0.1502; |P| = 0.2602 C/m^2
Q44 doubled by mistake: |P_i| sorted = 0.0000, 0.0000, 0.2048; |P| = 0.2048 C/m^2
joint P-strain minimum = -5.4862 MJ/m^3
stress-free minimum = -5.4862 MJ/m^3
spontaneous strain eps1, eps3 = -0.00392, 0.01305
zero-strain stress sigma1, sigma4 = -0.3611, -0.1806 GPa
quadratic coefficient at spontaneous strain, axes 1 and 3 = -0.0043, -0.2249 1e9 J m/C^2
1/chi33 fixed stress, fixed strain = 0.6088, 1.3084 1e9 J m/C^2
1/chi11 fixed stress, fixed strain = 0.0566, 0.1401 1e9 J m/C^2
chi33/eps0 fixed stress, fixed strain = 185.5, 86.3
chi11/eps0 fixed stress, fixed strain = 1994.8, 805.9
d33, d31, d15 formula = 118.68, -35.60, 510.46 pm/V
d33, d31, d15 from small field = 118.68, -35.60, 510.46 pm/V
stress-free transition: a1 = 0.0050 1e9 J m/C^2, jump P = 0.2236 C/m^2
zero strain, a1 = -0.0001 1e9 J m/C^2: |P| = 0.01201 C/m^2
```
